# Why a Morse Si–H stretch has 31 bound levels: test program

```python
"""Bound levels of a Morse Si-H stretch.
Result under test: V(x) = D (1 - exp(-a x))^2 with term values
G(v) = w (v+1/2) - b (v+1/2)^2, w = 2170 and b = 35 cm^-1, has 31 bound
levels, equal to lam = 2 D / (h c w) = w / (2 b).
For general lam the count is the smallest integer >= lam - 1/2.
D: depth from the minimum; a: inverse range; x: stretch; mu: reduced mass.
Dimensionless form: H = -d^2/du^2 + exp(-2u) - 2 lam exp(-u), threshold 0.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh

CM = const.h * const.c * 100.0            # joule per cm^-1
EV = const.e / CM                         # cm^-1 per eV


def kinetic_matrix(n, step):
    """Matrix of -d^2/dq^2 in a basis of sinc functions on a uniform grid."""
    diff = np.arange(n)[:, None] - np.arange(n)[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    return np.where(diff == 0, math.pi**2 / 3, 2.0 * sign / safe**2) / step**2


# Symbolic test of the factorization on an arbitrary function
u, lam_s = sp.symbols("u lambda", real=True)
f = sp.Function("f")(u)
s_s = lam_s - sp.Rational(1, 2)
W = s_s - sp.exp(-u)


def lower(g):
    return sp.diff(g, u) + W * g


def lift(g):
    return -sp.diff(g, u) + W * g


def hamiltonian(g, strength):
    return (-sp.diff(g, u, 2)
            + (sp.exp(-2 * u) - 2 * strength * sp.exp(-u)) * g)


assert sp.simplify(sp.expand(
    lift(lower(f)) - hamiltonian(f, lam_s) - s_s**2 * f)) == 0
assert sp.simplify(sp.expand(
    lower(lift(f)) - hamiltonian(f, lam_s - 1) - s_s**2 * f)) == 0

# Counting rule and ladder relation, by diagonalization in u
u_grid = np.arange(-5.0, 45.0, 0.05)
kin_u = kinetic_matrix(len(u_grid), 0.05)


def reduced_levels(strength):
    pot = np.exp(-2 * u_grid) - 2 * strength * np.exp(-u_grid)
    energy, vec = eigh(kin_u + np.diag(pot))
    return energy[energy < 0], vec[:, 0]


for strength in (0.4, 0.5, 0.8, 3.4, 3.5):
    found = len(reduced_levels(strength)[0])
    assert found == max(0, math.ceil(strength - 0.5)), (strength, found)
upper, ground = reduced_levels(3.7)
partner, _ = reduced_levels(2.7)
assert len(upper) == 4 and len(partner) == 3
assert np.allclose(upper[1:], partner, atol=1e-5)
trial = np.exp(-3.2 * u_grid - np.exp(-u_grid))
trial /= np.linalg.norm(trial)
assert abs(abs(trial @ ground) - 1) < 1e-8

# Si-H bond in SI units
w, b = 2170.0, 35.0                       # cm^-1
bond = 0.148e-9                           # m, rough Si-H bond length
m_si = 27.977 * const.atomic_mass
m_h = const.m_p + const.m_e
m_d = const.physical_constants["deuteron mass"][0] + const.m_e
mu_h = m_h * m_si / (m_h + m_si)
mu_d = m_d * m_si / (m_d + m_si)
depth = w**2 / (4 * b)                    # cm^-1
a = math.sqrt(2 * mu_h * b * CM) / const.hbar


def morse(x):
    return depth * (1 - np.exp(-a * x))**2


# Harmonic quantum from the numerical curvature of the potential
dx = 1e-3 / a
curvature = (morse(dx) + morse(-dx) - 2 * morse(0.0)) * CM / dx**2
w_curv = const.hbar * math.sqrt(curvature / mu_h) / CM
assert abs(w_curv / w - 1) < 1e-5
ratio = 2 * depth / w_curv

# Levels on the physical half-line r > 0, so x starts at minus bond length
step = 0.04 / a
x_grid = np.arange(-bond + step, 40.0 / a, step)
kin_x = kinetic_matrix(len(x_grid), step)


def bond_levels(mu):
    kin = const.hbar**2 / (2 * mu) * kin_x / CM
    energy, vec = eigh(kin + np.diag(morse(x_grid)))
    keep = energy < depth
    return energy[keep], vec[:, keep]


levels, states = bond_levels(mu_h)
count = len(levels)
v = np.arange(count)
formula = w * (v + 0.5) - b * (v + 0.5)**2
deviation = np.max(np.abs(levels - formula))
assert count == 31
assert abs(ratio - count) < 1e-3
assert deviation < 1e-3

# Deuterium in the same potential
levels_d, _ = bond_levels(mu_d)
w_d = const.hbar * math.sqrt(curvature / mu_d) / CM
ratio_d = 2 * depth / w_d
assert len(levels_d) == math.ceil(ratio_d - 0.5)

# Sensitivity to the anharmonic constant
count_low_b = len(reduced_levels(w / (2 * (b - 1)))[0])
count_high_b = len(reduced_levels(w / (2 * (b + 1)))[0])
assert count_low_b > count > count_high_b

# Sizes of effects outside the model
binding = depth - levels[-1]
d0 = depth - levels[0]
barrier = 2.6                             # eV, rough interface value
below = int(np.sum(levels - levels[0] < barrier * EV))
temp = 398.15                             # K
kt = const.k * temp / CM
stretch_top = float(np.sum(states[:, -1]**2 * x_grid))
field, charge = 5.0, 0.1                  # MV/cm, elementary charges
field_energy = charge * const.e * field * 1e8 * stretch_top / CM
assert below < count and kt > binding and stretch_top > bond

print(f"Harmonic constant w = {w:.0f} cm^-1")
print(f"Anharmonic constant b = {b:.0f} cm^-1")
print(f"Reduced mass Si-H = {mu_h / const.atomic_mass:.4f} u")
print(f"Inverse range a = {a * 1e-9:.3f} nm^-1")
print(f"Well depth D = {depth:.1f} cm^-1")
print(f"Well depth D = {depth / EV:.3f} eV")
print(f"Harmonic quantum from curvature = {w_curv:.2f} cm^-1")
print(f"Ratio 2D/(hcw) = {ratio:.3f} (no unit)")
print(f"Ratio D/(hcw), equal spacing = {depth / w:.2f} (no unit)")
print(f"Bound levels by diagonalization = {count} (count)")
print(f"Largest deviation from G(v) = {deviation:.1e} cm^-1")
print(f"Ground level above minimum = {levels[0]:.2f} cm^-1")
print(f"Fundamental 0 to 1 = {levels[1] - levels[0]:.2f} cm^-1")
print(f"Highest bound v = {count - 1} (quantum number)")
print(f"Binding of highest level = {binding:.3f} cm^-1")
print(f"Binding of highest level = {1000 * binding / EV:.3f} meV")
print(f"Gap between two highest levels = {levels[-1] - levels[-2]:.2f} cm^-1")
print(f"Depth from ground level D0 = {d0:.2f} cm^-1")
print(f"Depth from ground level D0 = {d0 / EV:.3f} eV")
print(f"Ratio 2 D0/(hcw) = {2 * d0 / w:.3f} (no unit)")
print(f"Reduced mass Si-D = {mu_d / const.atomic_mass:.4f} u")
print(f"Harmonic constant Si-D = {w_d:.1f} cm^-1")
print(f"Ratio 2D/(hcw) for Si-D = {ratio_d:.3f} (no unit)")
print(f"Bound levels Si-D = {len(levels_d)} (count)")
print(f"Bound levels if b = {b - 1:.0f} cm^-1: {count_low_b} (count)")
print(f"Bound levels if b = {b + 1:.0f} cm^-1: {count_high_b} (count)")
print(f"Rough interface dissociation energy = {barrier:.1f} eV")
print(f"Levels less than that above ground = {below} (count)")
print(f"Temperature of use = {temp:.2f} K")
print(f"Thermal energy kT = {kt:.1f} cm^-1")
print(f"Rough bond length = {bond * 1e9:.3f} nm")
print(f"Mean stretch in highest level = {stretch_top * 1e9:.3f} nm")
print(f"Oxide field = {field:.1f} MV/cm")
print(f"Assumed constant bond charge = {charge:.1f} e")
print(f"Field energy at that stretch = {field_energy:.0f} cm^-1")
print("all good")
```

Printed output:

```
Harmonic constant w = 2170 cm^-1
Anharmonic constant b = 35 cm^-1
Reduced mass Si-H = 0.9728 u
Inverse range a = 14.212 nm^-1
Well depth D = 33635.0 cm^-1
Well depth D = 4.170 eV
Harmonic quantum from curvature = 2170.00 cm^-1
Ratio 2D/(hcw) = 31.000 (no unit)
Ratio D/(hcw), equal spacing = 15.50 (no unit)
Bound levels by diagonalization = 31 (count)
Largest deviation from G(v) = 6.2e-11 cm^-1
Ground level above minimum = 1076.25 cm^-1
Fundamental 0 to 1 = 2100.00 cm^-1
Highest bound v = 30 (quantum number)
Binding of highest level = 8.750 cm^-1
Binding of highest level = 1.085 meV
Gap between two highest levels = 70.00 cm^-1
Depth from ground level D0 = 32558.75 cm^-1
Depth from ground level D0 = 4.037 eV
Ratio 2 D0/(hcw) = 30.008 (no unit)
Reduced mass Si-D = 1.8788 u
Harmonic constant Si-D = 1561.4 cm^-1
Ratio 2D/(hcw) for Si-D = 43.082 (no unit)
Bound levels Si-D = 43 (count)
Bound levels if b = 34 cm^-1: 32 (count)
Bound levels if b = 36 cm^-1: 30 (count)
Rough interface dissociation energy = 2.6 eV
Levels less than that above ground = 13 (count)
Temperature of use = 398.15 K
Thermal energy kT = 276.7 cm^-1
Rough bond length = 0.148 nm
Mean stretch in highest level = 0.544 nm
Oxide field = 5.0 MV/cm
Assumed constant bond charge = 0.1 e
Field energy at that stretch = 219 cm^-1
all good
```
